# Curl of the Electronic Force in a Biased Atomic Chain: verification in Python

```python
# RESULT UNDER TEST
# A tight-binding chain has two movable atoms, displaced by x and y along it.
# The mean electronic force F = -2 Tr[rho dH] has the curl
#   C = dFy/dx - dFx/dy
#     = (2/pi) Int dE (fL - fR) Im Tr[A_L Hx A_R Hy],
# which is zero without bias and, for the undisplaced chain at T = 0, equals
#   C = (32 q^2 t / 3 pi) [s(muL)^3 - s(muR)^3],  s(mu) = sqrt(1 - mu^2/4t^2).
# Symbols: t hopping, q its decay rate with bond length, rho density matrix per
# spin, Hx = dH/dx, Hy = dH/dy, A_L and A_R spectral matrices of states coming
# from the left and right lead, fL and fR occupations, muL/muR = mu +- bias/2.
# Units: eV, nm, V. Energies are measured from the site level.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal

HOP = 1.0          # eV
DECAY = 10.0       # 1/nm
BOND = 0.26        # nm
MU = -0.5          # eV
BIAS = 0.5         # V
RADIUS = 0.01      # nm, loop in the (x, y) plane
PHONON = 0.010     # eV, rough
MASS = 197.0       # atomic mass units, rough mass of a gold atom
CHARGING = 2.0     # eV, rough on-site repulsion
STEP = 3e-5        # nm, finite-difference step
NODES = {n: np.polynomial.legendre.leggauss(n) for n in (8, 40, 60, 240)}


def gauss(a, b, n):
    u, w = NODES[n]
    return 0.5 * (a + b) + 0.5 * (b - a) * u, 0.5 * (b - a) * w


def junction(x, y, drop=0.0, onsite=None):
    """H, Hx, Hy of the four junction atoms; drop = linear voltage drop."""
    hop = -HOP * np.exp(-DECAY * np.array([x, y - x, -y]))
    bond = np.zeros((3, 4, 4))
    for n in range(3):
        bond[n, n, n + 1] = bond[n, n + 1, n] = hop[n]
    h = bond.sum(axis=0)
    hx = -DECAY * (bond[0] - bond[1])
    hy = -DECAY * (bond[1] - bond[2])
    place = BOND * np.arange(1, 5) + np.array([0.0, x, y, 0.0])
    h = h + np.diag(drop * (0.5 - place / (5 * BOND)))
    hx[1, 1] -= drop / (5 * BOND)
    hy[2, 2] -= drop / (5 * BOND)
    if onsite is not None:
        h = h + np.diag(onsite)
    return h, hx, hy


def lead(z):
    """Retarded self-energy of a semi-infinite chain."""
    return 0.5 * (z - np.sqrt(z - 2 * HOP) * np.sqrt(z + 2 * HOP))


def green(z, h, drop=0.0):
    z = np.asarray(z, dtype=complex)
    left, right = lead(z - drop / 2), lead(z + drop / 2)
    m = z[:, None, None] * np.eye(4) - h
    m[:, 0, 0] -= left
    m[:, 3, 3] -= right
    return np.linalg.inv(m), -2 * left.imag, -2 * right.imag


def spectral(energy, h, drop=0.0):
    g, gam_l, gam_r = green(energy, h, drop)
    a_l = gam_l[:, None, None] * g[:, :, :1] * g[:, None, :, 0].conj()
    a_r = gam_r[:, None, None] * g[:, :, 3:] * g[:, None, :, 3].conj()
    return a_l, a_r


def density(h, bias, mu=MU, drop=0.0):
    """Steady density matrix: complex-energy line plus bias window."""
    u, w = NODES[60]
    height, weight = (1 + u) / (1 - u), 2 * w / (1 - u) ** 2
    g = green(mu - bias / 2 + 1j * height, h, drop)[0]
    rho = 0.5 * np.eye(4) + np.tensordot(weight, g.real, 1) / np.pi
    if bias != 0:
        e, we = gauss(mu - bias / 2, mu + bias / 2, 40)
        rho = rho + np.tensordot(we, spectral(e, h, drop)[0], 1) / (2 * np.pi)
    return rho


def force(x, y, bias, mu=MU, drop=0.0, onsite=None):
    h, hx, hy = junction(x, y, drop, onsite)
    rho = density(h, bias, mu, drop)
    return np.array([-2 * np.trace(rho @ d).real for d in (hx, hy)])


NEUTRAL = 2 * np.diag(density(junction(0, 0)[0], 0.0)).real


def force_charged(x, y, bias):
    """Force with self-consistent on-site charging of the four atoms."""
    pot = np.zeros(4)
    for _ in range(60):
        rho = density(junction(x, y, 0.0, pot)[0], bias)
        new = CHARGING * (2 * np.diag(rho).real - NEUTRAL)
        change = np.max(np.abs(new - pot))
        pot = 0.5 * (pot + new)
    assert change < 1e-9
    return force(x, y, bias, onsite=pot)


def jacobian(f, x=0.0, y=0.0, s=STEP):
    """Rows: derivative along x, y. Columns: Fx, Fy."""
    return np.array([(f(x + s, y) - f(x - s, y)) / (2 * s),
                     (f(x, y + s) - f(x, y - s)) / (2 * s)])


def curl_numeric(f, x=0.0, y=0.0):
    j = jacobian(f, x, y)
    return j[0, 1] - j[1, 0]


def curl_formula(bias, x=0.0, y=0.0, mu=MU, kt=0.0, drop=0.0, onsite=None):
    h, hx, hy = junction(x, y, drop, onsite)
    mul, mur = mu + bias / 2, mu - bias / 2
    if kt > 0:
        e, w = gauss(mur - 25 * kt, mul + 25 * kt, 240)
        w = w * (1 / (1 + np.exp((e - mul) / kt))
                 - 1 / (1 + np.exp((e - mur) / kt)))
    else:
        e, w = gauss(mur, mul, 40)
    a_l, a_r = spectral(e, h, drop)
    tr = np.trace(a_l @ hx @ a_r @ hy, axis1=1, axis2=2)
    return 2 / np.pi * np.dot(w, tr.imag)


def curl_closed(bias, mu=MU):
    s3 = [(1 - m * m / (4 * HOP ** 2)) ** 1.5
          for m in (mu + bias / 2, mu - bias / 2)]
    return 32 * DECAY ** 2 * HOP / (3 * np.pi) * (s3[0] - s3[1])


def scattering(energy, h):
    """Wave matching for a unit wave from the left: junction part, tau."""
    k = np.arccos(-energy / (2 * HOP))
    m = energy * np.eye(6, dtype=complex)
    m[1:5, 1:5] -= h
    m[0, 0] = m[5, 5] = energy + HOP * np.exp(1j * k)
    m[0, 1] = m[1, 0] = m[4, 5] = m[5, 4] = HOP
    rhs = np.zeros(6, dtype=complex)
    rhs[0], rhs[1] = -energy - HOP * np.exp(-1j * k), -HOP
    sol = np.linalg.solve(m, rhs)
    return sol[1:5], sol[5], 2 * HOP * np.sin(k)


def transmission(energy, h):
    return abs(scattering(energy, h)[1]) ** 2


def current(bias, mu=MU, x=0.0, y=0.0):
    """Landauer current in microampere."""
    h = junction(x, y)[0]
    e, w = gauss(mu - bias / 2, mu + bias / 2, 40)
    area = sum(wi * transmission(ei, h) for ei, wi in zip(e, w))
    return 2 * const.e ** 2 / const.h * area * 1e6


X0, Y0 = 0.012, -0.007     # a displaced, unsymmetric test geometry, nm

# Spectral matrices against wave matching; bond current; current form of curl
h, hx, hy = junction(X0, Y0)
for e in (-1.3, -0.5, 0.4, 1.1):
    a_l, a_r = (a[0] for a in spectral([e], h))
    psi, tau, vel = scattering(e, h)
    phi = scattering(e, h[::-1, ::-1])[0][::-1]
    assert np.allclose(a_l, np.outer(psi, psi.conj()) / vel, atol=1e-10)
    assert np.allclose(a_r, np.outer(phi, phi.conj()) / vel, atol=1e-10)
    for n in range(3):
        bond_flow = -2 * h[n, n + 1] * a_l[n + 1, n].imag
        assert abs(bond_flow - abs(tau) ** 2) < 1e-10
    lhs = np.trace(a_l @ hx @ a_r @ hy).imag
    rhs = np.trace(a_l.imag @ hx @ (a_l + a_r) @ hy).real
    assert abs(lhs - rhs) < 1e-8 and abs(lhs) > 1e-3

# Zero-bias force against the grand potential of a long finite chain
SIDE, KT_CHAIN = 300, 0.01


def chain_bonds(x, y):
    off = np.full(2 * SIDE + 3, -HOP)
    off[SIDE:SIDE + 3] = -HOP * np.exp(-DECAY * np.array([x, y - x, -y]))
    return off


def grand_potential(x, y):
    lev = eigh_tridiagonal(np.zeros(2 * SIDE + 4), chain_bonds(x, y),
                           eigvals_only=True)
    return -2 * KT_CHAIN * np.sum(np.logaddexp(0, -(lev - MU) / KT_CHAIN))


d = 1e-4
slope = -np.array([
    grand_potential(X0 + d, Y0) - grand_potential(X0 - d, Y0),
    grand_potential(X0, Y0 + d) - grand_potential(X0, Y0 - d)]) / (2 * d)
eq_force = force(X0, Y0, 0.0)
assert np.max(np.abs(slope - eq_force)) < 0.02   # chain is at kT = 0.01 eV
assert np.max(np.abs(eq_force)) > 0.2

# Curl: finite differences of the force against formula and closed form
biases = (0.0, 0.1, 0.25, 0.5, 1.0)
table = []
for v in biases:
    num = curl_numeric(lambda x, y: force(x, y, v))
    assert abs(num - curl_formula(v)) < 1e-3
    assert abs(num - curl_closed(v)) < 1e-3
    table.append((v, num, curl_closed(v)))
    moved = curl_numeric(lambda x, y: force(x, y, v), X0, Y0)
    assert abs(moved - curl_formula(v, X0, Y0)) < 1e-3
curl = curl_closed(BIAS)
assert curl > 10
k_f = np.arccos(-MU / (2 * HOP))
per_volt = 8 * DECAY ** 2 / np.pi * np.sin(2 * k_f)
small = curl_numeric(lambda x, y: force(x, y, 0.01)) / 0.01
assert abs(small / per_volt - 1) < 1e-3

# Current without curl (band centre), and bias without current (barrier)
centre = curl_numeric(lambda x, y: force(x, y, BIAS, mu=0.0), X0, Y0)
centre_current = current(BIAS, 0.0, X0, Y0)
assert abs(centre) < 1e-3 and centre_current > 10
wall = np.array([100.0, 0, 0, 0])
blocked = curl_numeric(lambda x, y: force(x, y, BIAS, onsite=wall))
t_wall = transmission(MU, junction(0, 0, 0.0, wall)[0])
assert t_wall < 1e-3 and abs(blocked) < 0.01 * curl

# Work around a closed loop against the area integral of the curl
angles = 2 * np.pi * np.arange(24) / 24


def loop_work(bias):
    total = 0.0
    for a in angles:
        f = force(RADIUS * np.cos(a), RADIUS * np.sin(a), bias)
        total += RADIUS * (f[1] * np.cos(a) - f[0] * np.sin(a))
    return total * 2 * np.pi / 24


rad, w_rad = gauss(0, RADIUS, 8)
flux = sum(w * r * curl_formula(BIAS, r * np.cos(a), r * np.sin(a))
           for r, w in zip(rad, w_rad) for a in angles) * 2 * np.pi / 24
work, work0 = loop_work(BIAS), loop_work(0.0)
assert abs(work / flux - 1) < 1e-5 and abs(work0) < 1e-9

# Neglected effects: temperature, voltage drop, charging
kt_room = const.k * 300 / const.e
curl_warm = curl_formula(BIAS, kt=kt_room)
curl_drop = curl_numeric(lambda x, y: force(x, y, BIAS, drop=BIAS))
assert abs(curl_drop - curl_formula(BIAS, drop=BIAS)) < 1e-3
curl_charged = curl_numeric(lambda x, y: force_charged(x, y, BIAS))
curl_charged0 = curl_numeric(lambda x, y: force_charged(x, y, 0.0))
assert abs(curl_charged0) < 1e-3

# Electronic friction: trace formula against a golden-rule sum over levels
h, hx, hy = junction(0, 0)
a_tot = sum(a[0] for a in spectral([MU], h))
eta = [np.trace(m @ a_tot @ m @ a_tot).real / (2 * np.pi) for m in (hx, hy)]
lev, vec = eigh_tridiagonal(np.zeros(2 * SIDE + 4), chain_bonds(0, 0))
part = vec[SIDE:SIDE + 4]
coupling = (part.T @ hx @ part) ** 2
occ = 1 / (1 + np.exp((lev - MU) / KT_CHAIN))
quantum, width = 0.1, 0.03
gap = lev[None, :] - lev[:, None] - quantum
line = np.exp(-gap ** 2 / (2 * width ** 2)) / (width * np.sqrt(2 * np.pi))
absorbed = np.sum(coupling * (occ[:, None] - occ[None, :]) * line)
eta_levels = 2 * np.pi * absorbed / quantum
assert abs(eta_levels / eta[0] - 1) < 0.03   # finite quantum and broadening
assert abs(eta[0] / (4 * DECAY ** 2 / np.pi) - 1) < 1e-8
loss = np.pi * RADIUS ** 2 * PHONON * sum(eta)

# Lattice stiffness: complex eigenvalues need a curl above the splitting
spring = (MASS * const.atomic_mass * (PHONON * const.e / const.hbar) ** 2
          / const.e * 1e-18)


def stiffness_eigenvalues(c):
    return np.linalg.eigvals(np.array(
        [[spring, -spring / 2 + c / 2], [-spring / 2 - c / 2, spring]]))


assert np.max(np.abs(np.imag(stiffness_eigenvalues(0.99 * spring)))) < 1e-9
assert np.max(np.abs(np.imag(stiffness_eigenvalues(1.01 * spring)))) > 1
modes = stiffness_eigenvalues(curl)
hartree_ev = const.physical_constants['Hartree energy in eV'][0]
bohr_nm = const.physical_constants['Bohr radius'][0] * 1e9

j0 = jacobian(lambda x, y: force(x, y, 0.0))
jv = jacobian(lambda x, y: force(x, y, BIAS))
print(f"hopping t = {HOP:.2f} eV, decay q = {DECAY:.1f} 1/nm")
print(f"bond length = {BOND:.2f} nm, mean mu = {MU:.2f} eV")
print(f"bias = {BIAS:.2f} V, current = {current(BIAS):.2f} uA")
print(f"test geometry x = {X0:.3f} nm, y = {Y0:.3f} nm")
print(f"  zero-bias force, NEGF: {eq_force[0]:.4f}, {eq_force[1]:.4f} eV/nm")
print(f"  from finite chain:     {slope[0]:.4f}, {slope[1]:.4f} eV/nm")
print("force derivatives at x = y = 0, eV/nm^2")
print(f"  0 V:    dFy/dx = {j0[0, 1]:.3f}, dFx/dy = {j0[1, 0]:.3f}")
print(f"  {BIAS} V:  dFy/dx = {jv[0, 1]:.3f}, dFx/dy = {jv[1, 0]:.3f}")
print("curl at x = y = 0, eV/nm^2: bias V, from forces, closed form")
for v, num, ref in table:
    print(f"  {v:.2f}  {num:9.4f}  {ref:9.4f}")
print(f"curl per volt at small bias = {per_volt:.2f} eV/nm^2 per V")
print(f"k_F = {k_f:.4f} rad per bond, sin 2k_F = {np.sin(2 * k_f):.4f}")
print(f"curl at {BIAS} V = {curl / hartree_ev * bohr_nm ** 2:.3e} Ha/bohr^2")
print(f"curl at {BIAS} V, test geometry = "
      f"{curl_formula(BIAS, X0, Y0):.3f} eV/nm^2")
print(f"band centre, test geometry: current = {centre_current:.2f} uA")
print(f"  size of curl there = {abs(centre):.1e} eV/nm^2")
print(f"barrier of {wall[0]:.0f} eV on atom 1: T(mu) = {t_wall:.2e}")
print(f"  size of curl there = {abs(blocked):.1e} eV/nm^2")
print(f"loop radius = {RADIUS:.3f} nm")
print(f"  work per loop at {BIAS} V = {work * 1e3:.3f} meV")
print(f"  area integral of curl = {flux * 1e3:.3f} meV")
print(f"  size of work at 0 V = {abs(work0) * 1e3:.1e} meV")
print(f"curl at {BIAS} V with one neglected effect added, eV/nm^2")
print(f"  electrons at 300 K: {curl_warm:.3f}")
print(f"  linear voltage drop: {curl_drop:.3f}")
print(f"  charging, U = {CHARGING:.1f} eV: {curl_charged:.3f}")
print(f"  size with charging at 0 V: {abs(curl_charged0):.1e}")
print(f"friction eta_xx/hbar = {eta[0]:.2f} 1/nm^2")
print(f"  from golden-rule sum = {eta_levels:.2f} 1/nm^2")
print(f"phonon energy (rough) = {PHONON * 1e3:.0f} meV")
print(f"  friction loss per loop = {loss * 1e3:.3f} meV")
print(f"  work gained / friction loss = {work / loss:.1f}")
print(f"atom mass (rough) = {MASS:.0f} u, stiffness = {spring:.1f} eV/nm^2")
print(f"  splitting of spring constants = {spring:.1f} eV/nm^2")
print(f"  curl / splitting = {curl / spring:.3f}")
print(f"  largest imaginary part of stiffness eigenvalues = "
      f"{np.max(np.abs(np.imag(modes))):.3f} eV/nm^2")
print("all assertions hold")
```

Printed output:

```
hopping t = 1.00 eV, decay q = 10.0 1/nm
bond length = 0.26 nm, mean mu = -0.50 eV
bias = 0.50 V, current = 38.74 uA
test geometry x = 0.012 nm, y = -0.007 nm
  zero-bias force, NEGF: 8.4432, -7.6947 eV/nm
  from finite chain:     8.4427, -7.6942 eV/nm
force derivatives at x = y = 0, eV/nm^2
  0 V:    dFy/dx = -308.202, dFx/dy = -308.202
  0.5 V:  dFy/dx = -270.491, dFx/dy = -331.604
curl at x = y = 0, eV/nm^2: bias V, from forces, closed form
  0.00    -0.0000     0.0000
  0.10    12.3239    12.3239
  0.25    30.7545    30.7545
  0.50    61.1129    61.1129
  1.00   118.9990   118.9990
curl per volt at small bias = 123.28 eV/nm^2 per V
k_F = 1.3181 rad per bond, sin 2k_F = 0.4841
curl at 0.5 V = 6.289e-03 Ha/bohr^2
curl at 0.5 V, test geometry = 42.383 eV/nm^2
band centre, test geometry: current = 33.66 uA
  size of curl there = 5.7e-07 eV/nm^2
barrier of 100 eV on atom 1: T(mu) = 3.75e-04
  size of curl there = 2.3e-02 eV/nm^2
loop radius = 0.010 nm
  work per loop at 0.5 V = 18.741 meV
  area integral of curl = 18.741 meV
  size of work at 0 V = 2.1e-14 meV
curl at 0.5 V with one neglected effect added, eV/nm^2
  electrons at 300 K: 61.057
  linear voltage drop: 61.060
  charging, U = 2.0 eV: 42.125
  size with charging at 0 V: 5.9e-11
friction eta_xx/hbar = 127.32 1/nm^2
  from golden-rule sum = 127.34 1/nm^2
phonon energy (rough) = 10 meV
  friction loss per loop = 0.800 meV
  work gained / friction loss = 23.4
atom mass (rough) = 197 u, stiffness = 471.3 eV/nm^2
  splitting of spring constants = 471.3 eV/nm^2
  curl / splitting = 0.130
  largest imaginary part of stiffness eigenvalues = 0.000 eV/nm^2
all assertions hold
```
